**Orbital crossing and gap in the closure of butadiene**

For a four-orbital ring with couplings $k_{ij}$ in units of $|\beta|$, define $D=k_{12}k_{34}-k_{14}k_{23}$ and let $N$ be the sum of the squared couplings. The program asserts that the frontier gap is $\sqrt{N+2|D|}-\sqrt{N-2|D|}$ and the four-electron energy is $-2\sqrt{N+2|D|}$, by diagonalizing rings with random couplings. It also asserts the overlap signs of tilted p orbitals, the predicted disrotatory crossing angle, and the survival of the crossing under a mirror-preserving perturbation. The output shows the crossing at 37.76° and a conrotatory gap of at least 1.093 $|\beta|$ on the scanned path. For C$_4$H$_6$ in RHF/STO-3G, the program asserts that the filled orbitals change symmetry under the mirror but not under the twofold axis. It further asserts that the highest sampled disrotatory energy exceeds the conrotatory one; the printed difference is 0.1122 Ry. The molecular paths are prescribed, so these energies are not activation energies.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Check in Python

```python
"""Electrocyclic closure of butadiene: four p orbitals, four electrons.
Result under test: with couplings k12,k23,k34,k14 (units |beta|, H=-k),
D=k12*k34-k14*k23 and N=sum k^2, the frontier gap is
sqrt(N+2|D|)-sqrt(N-2|D|) and the energy is -2 sqrt(N+2|D|).
D changes sign on disrotation (k14>0 at closure), giving a crossing;
D stays positive on conrotation (k14<0 at closure), giving a gap.
theta is the tilt of the end orbitals. An RHF/STO-3G calculation of C4H6
tests the same symmetry argument with all electrons included.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf

# ---- Overlaps of tilted Slater 2p orbitals, by direct quadrature ----
zeta, separation, step = 1.6, 4.5, 0.2
x = np.arange(-8.0, 12.6, step)[:, None, None]
y = np.linspace(-8, 8, 81)[None, :, None]
z = np.linspace(-8, 8, 81)[None, None, :]
norm = np.sqrt(zeta**5 / np.pi)


def p_orbital(direction, center_x):
    dx = x - center_x
    radius = np.sqrt(dx**2 + y**2 + z**2)
    linear = direction[0]*dx + direction[1]*y + direction[2]*z
    return norm * linear * np.exp(-zeta*radius)


def overlap(left, right):
    return np.sum(p_orbital(left, 0.0)
                  * p_orbital(right, separation)) * step**3


s_sigma = overlap((1, 0, 0), (-1, 0, 0))
s_pi = overlap((0, 0, 1), (0, 0, 1))
assert s_sigma > s_pi > 0
for angle in np.radians([25, 60]):
    sn, cs = np.sin(angle), np.cos(angle)
    dis = overlap((sn, 0, cs), (-sn, 0, cs))
    con = overlap((sn, 0, cs), (sn, 0, cs))
    assert abs(dis - (s_sigma*sn**2 + s_pi*cs**2)) < 1e-8
    assert abs(con - (-s_sigma*sn**2 + s_pi*cs**2)) < 1e-8
    # Here the x axis plays the role of the terminal bond.
    twisted = overlap((0, sn, cs), (0, 0, 1))
    assert abs(twisted - s_pi*cs) < 1e-8
print(f"Slater exponent {zeta:.1f} /bohr, distance {separation:.1f} bohr")
print(f"overlap facing lobes {s_sigma:.4f}, parallel {s_pi:.4f}")
print(f"overlap at 60 deg: dis {dis:.4f}, con {con:.4f}")


# ---- Four-orbital ring ----
def hamiltonian(k12, k23, k34, k14):
    h = np.zeros((4, 4))
    for i, j, k in ((0, 1, k12), (1, 2, k23), (2, 3, k34), (0, 3, k14)):
        h[i, j] = h[j, i] = -k
    return h


rng = np.random.default_rng(4)
for _ in range(200):
    k = rng.uniform(-1.5, 1.5, 4)
    e = np.linalg.eigvalsh(hamiltonian(*k))
    n = np.sum(k**2)
    d = abs(k[0]*k[2] - k[3]*k[1])
    outer, inner = np.sqrt(n + 2*d), np.sqrt(max(n - 2*d, 0))
    assert abs(e[2] - e[1] - (outer - inner)) < 1e-7
    assert abs(2*(e[0] + e[1]) + 2*outer) < 1e-7
    q = np.abs(k) + 0.05
    eh = np.linalg.eigvalsh(hamiltonian(*q))
    em = np.linalg.eigvalsh(hamiltonian(q[0], q[1], q[2], -q[3]))
    assert eh[:2].sum() > em[:2].sum()
    assert 2*eh[0] + eh[1] + eh[2] < 2*em[0] + em[1] + em[2]

b, k_sigma, k_pi = 1.0, 1.5, 0.1
even = np.array([[1, 0, 0, 1], [0, 1, 1, 0]]).T / np.sqrt(2)
odd = np.array([[1, 0, 0, -1], [0, 1, -1, 0]]).T / np.sqrt(2)


def path_hamiltonian(angle, sign):
    a = np.cos(angle)
    c = sign*k_sigma*np.sin(angle)**2 + k_pi*a**2
    return hamiltonian(a, b, a, c)


def frontier_difference(angle, extra):
    h = path_hamiltonian(angle, 1) + extra
    return (np.linalg.eigvalsh(even.T @ h @ even)[1]
            - np.linalg.eigvalsh(odd.T @ h @ odd)[0])


none = np.zeros((4, 4))
crossing = brentq(frontier_difference, 0, np.pi/2, args=(none,))
predicted = np.arctan(np.sqrt((1 - b*k_pi)/(b*k_sigma)))
assert abs(crossing - predicted) < 1e-9
print(f"model: b={b:.1f}, K_s={k_sigma:.1f}, K_p={k_pi:.1f} |beta|")
print("levels in |beta|; E4 is the four-electron energy")
print("deg    a   c_dis  c_con | dis even  odd    E4 | con e1   e2    E4")
for angle in np.sort(np.append(np.radians([0, 15, 30, 45, 60, 75, 90]),
                               crossing)):
    hd, hc = path_hamiltonian(angle, 1), path_hamiltonian(angle, -1)
    ed, ec = np.linalg.eigvalsh(hd), np.linalg.eigvalsh(hc)
    upper_even = np.linalg.eigvalsh(even.T @ hd @ even)[1]
    lower_odd = np.linalg.eigvalsh(odd.T @ hd @ odd)[0]
    print(f"{np.degrees(angle):5.2f} {-hd[0,1]:5.3f} {-hd[0,3]:6.3f}"
          f" {-hc[0,3]:6.3f} | {upper_even:6.3f} {lower_odd:6.3f}"
          f" {2*ed[:2].sum():6.3f} | {ec[0]:6.3f} {ec[1]:6.3f}"
          f" {2*ec[:2].sum():6.3f}")

angles = np.linspace(0, np.pi/2, 4001)
con_gaps = np.array([np.diff(np.linalg.eigvalsh(
    path_hamiltonian(t, -1)))[1] for t in angles])
assert con_gaps.min() > 0.5
moebius_start = brentq(lambda t: path_hamiltonian(t, -1)[0, 3], 0, 1.5)
gap_at_cross = np.diff(np.linalg.eigvalsh(path_hamiltonian(crossing, -1)))[1]
print(f"disrotatory crossing angle {np.degrees(crossing):.2f} deg")
print(f"con gap at that angle {gap_at_cross:.3f} |beta|")
print(f"smallest con gap {con_gaps.min():.3f} |beta| at "
      f"{np.degrees(angles[con_gaps.argmin()]):.2f} deg")
print(f"con 1-4 coupling turns negative at "
      f"{np.degrees(moebius_start):.2f} deg")

for name, sign in (("Hueckel", 1), ("Moebius", -1)):
    e = np.linalg.eigvalsh(hamiltonian(1, 1, 1, sign))
    print(f"regular {name} levels " + " ".join(f"{v+0.0:.3f}" for v in
          np.where(abs(e) < 1e-10, 0, e)) + " |beta|")
    print(f"  E4 ground {2*e[:2].sum():.3f}, one electron promoted "
          f"{2*e[0]+e[1]+e[2]:.3f} |beta|")

site_shift, next_coupling = 0.2, 0.1
mirror_kept = np.diag([site_shift, 0, 0, site_shift])
for i, j in ((0, 2), (1, 3)):
    mirror_kept[i, j] = mirror_kept[j, i] = -next_coupling
kept_cross = brentq(frontier_difference, 0, np.pi/2, args=(mirror_kept,))
kept_levels = np.linalg.eigvalsh(path_hamiltonian(kept_cross, 1)
                                 + mirror_kept)
assert abs(kept_levels[2] - kept_levels[1]) < 1e-8
mirror_broken = np.diag([site_shift, 0, 0, 0])
broken_gap = min(np.diff(np.linalg.eigvalsh(
    path_hamiltonian(t, 1) + mirror_broken))[1] for t in angles)
assert broken_gap > 0.05
print(f"perturbation: site {site_shift:.1f}, "
      f"next-neighbour coupling {next_coupling:.1f} |beta|")
print(f"mirror kept: crossing at {np.degrees(kept_cross):.2f} deg")
print(f"site 1 alone shifted: smallest dis gap {broken_gap:.3f} |beta|")

# ---- C4H6, RHF/STO-3G, on prescribed paths; lengths in bohr ----
central, terminal, bend = (2.8, 2.5), (2.5, 2.9), (125.0, 94.0)
ch_length, half_hch = 2.05, 58.0


def unit(v):
    return v / np.linalg.norm(v)


def geometry(t, operation):
    mid = central[0] + t*(central[1] - central[0])
    end = terminal[0] + t*(terminal[1] - terminal[0])
    g = np.radians(bend[0] + t*(bend[1] - bend[0]))
    c2 = np.array([-mid/2, 0, 0])
    c1 = c2 + end*np.array([np.cos(g), np.sin(g), 0])
    c3, c4 = c2*[-1, 1, 1], c1*[-1, 1, 1]
    outward = unit(-unit(c2 - c1) - unit(c4 - c1))
    axis = unit((1 - t)*unit(c1 - c2) + t*outward)
    inplane = np.array([axis[1], -axis[0], 0])
    turn, h = np.pi*t/2, np.radians(half_hch)
    side = np.cos(turn)*inplane + np.sin(turn)*np.array([0, 0, 1])
    h_in = c1 + ch_length*(np.cos(h)*axis + np.sin(h)*side)
    h_out = c1 + ch_length*(np.cos(h)*axis - np.sin(h)*side)
    h2 = c2 + ch_length*unit(-unit(c1 - c2) - unit(c3 - c2))
    left = np.array([c1, c2, h_in, h_out, h2])
    return np.vstack([left, left*operation])


def hartree_fock(t, operation, n_even=None):
    """Energy (Ry), even occupied count and frontier gap (Ry).

    With n_even given, that many even orbitals are kept doubly occupied
    and even and odd orbitals are found from separate Fock blocks.
    """
    coords = geometry(t, operation)
    mol = gto.M(atom=list(zip("CCHHHCCHHH", coords.tolist())),
                unit="Bohr", basis="sto-3g", verbose=0)
    labels = [tuple(v) for v in mol.ao_labels(fmt=None)]
    index = {(v[0], v[2], v[3]): i for i, v in enumerate(labels)}
    transform = np.zeros((mol.nao, mol.nao))
    for j, (atom, _, shell, component) in enumerate(labels):
        image = index[((atom + 5) % 10, shell, component)]
        sign = operation["xyz".index(component)] if component else 1
        transform[image, j] = sign
    metric = mol.intor("int1e_ovlp") @ transform

    def parity(c):
        return np.einsum("pi,pq,qi->i", c, metric, c)

    mf = scf.RHF(mol)
    mf.max_cycle = 150
    if n_even is not None:
        # Every atom has a distinct image, so half the functions suffice.
        half = [j for j, v in enumerate(labels) if v[0] < 5]
        identity = np.eye(mol.nao)
        blocks = [(identity + s*transform)[:, half]/np.sqrt(2)
                  for s in (1, -1)]

        def solve_blocks(fock, metric_ao, *args, **kwargs):
            energies, orbitals = [], []
            for u in blocks:
                e_block, c_block = eigh(u.T @ fock @ u,
                                        u.T @ metric_ao @ u)
                energies.append(e_block)
                orbitals.append(u @ c_block)
            energies = np.concatenate(energies)
            order = np.argsort(energies)
            return energies[order], np.hstack(orbitals)[:, order]

        def occupy(mo_energy=None, mo_coeff=None):
            order = np.argsort(mo_energy)
            par = parity(mo_coeff)[order]
            occ = np.zeros(len(mo_energy))
            occ[order[par > 0][:n_even]] = 2
            occ[order[par < 0][:mol.nelectron//2 - n_even]] = 2
            return occ

        mf.eig = solve_blocks
        mf.get_occ = occupy
    density = None
    # A level shift alters only the way to convergence, not the solution.
    for shift in (0.0, 0.3, 1.0):
        mf.level_shift = shift
        energy = mf.kernel(dm0=density)
        if mf.converged:
            break
        density = np.array(mf.make_rdm1())
    assert mf.converged
    filled = mf.mo_occ > 0
    par = parity(mf.mo_coeff)[filled]
    assert np.min(abs(par)) > 0.999
    gap = mf.mo_energy[~filled].min() - mf.mo_energy[filled].max()
    return 2*energy, int(np.sum(par > 0)), 2*gap


mirror, twofold = np.array([-1, 1, 1]), np.array([-1, 1, -1])
start_dis, end_dis = [hartree_fock(t, mirror) for t in (0, 1)]
start_con, end_con = [hartree_fock(t, twofold) for t in (0, 1)]
assert abs(start_dis[0] - start_con[0]) < 1e-6
assert abs(end_dis[0] - end_con[0]) < 1e-6
assert end_dis[1] == start_dis[1] + 1
assert end_con[1] == start_con[1]
# The separate-block solver must reproduce the unconstrained endpoints.
for t, free in ((0, start_dis), (1, end_dis)):
    assert abs(hartree_fock(t, mirror, free[1])[0] - free[0]) < 1e-6
print("C4H6 RHF/STO-3G, start -> end of path")
print(f"central CC {central[0]:.1f}->{central[1]:.1f}, terminal CC "
      f"{terminal[0]:.1f}->{terminal[1]:.1f} bohr")
print(f"CCC angle {bend[0]:.0f}->{bend[1]:.0f} deg, CH {ch_length:.2f}"
      f" bohr, half HCH {half_hch:.0f} deg")
for name, first, last in (("mirror", start_dis, end_dis),
                          ("twofold axis", start_con, end_con)):
    print(f"{name}: even/odd occupied {first[1]}/{15-first[1]} -> "
          f"{last[1]}/{15-last[1]}")
print(f"butadiene energy {start_con[0]:.4f} Ry")
print(f"cyclobutene minus butadiene {end_con[0]-start_con[0]:.4f} Ry")
print("energies above butadiene in Ry; R, P: start, end occupation")
print("turn deg  r14 bohr   con    dis R   dis P   con gap")
con_energy, dis_r, dis_p, hf_gaps = [], [], [], []
for t in (0.3, 0.4, 0.5, 0.6, 0.7, 0.8, 0.9):
    c_result = hartree_fock(t, twofold, start_con[1])
    r_result = hartree_fock(t, mirror, start_dis[1])
    p_result = hartree_fock(t, mirror, end_dis[1])
    con_energy.append(c_result[0] - start_con[0])
    dis_r.append(r_result[0] - start_con[0])
    dis_p.append(p_result[0] - start_con[0])
    hf_gaps.append(c_result[2])
    xyz = geometry(t, mirror)
    print(f"{90*t:6.0f} {np.linalg.norm(xyz[0]-xyz[5]):9.3f}"
          f" {con_energy[-1]:9.4f} {dis_r[-1]:7.4f} {dis_p[-1]:7.4f}"
          f" {hf_gaps[-1]:7.4f}")
assert dis_r[0] < dis_p[0] and dis_r[-1] > dis_p[-1]
assert min(hf_gaps) > 0
con_top = max(con_energy)
dis_top = max(np.minimum(dis_r, dis_p))
assert dis_top > con_top
ry_ev = physical_constants["Rydberg constant times hc in eV"][0]
print(f"highest sampled: con {con_top:.4f}, dis {dis_top:.4f} Ry")
print(f"dis minus con {dis_top-con_top:.4f} Ry = "
      f"{(dis_top-con_top)*ry_ev:.2f} eV")
print("verified")
```

It prints:

```
Slater exponent 1.6 /bohr, distance 4.5 bohr
overlap facing lobes 0.1570, parallel 0.0402
overlap at 60 deg: dis 0.1278, con -0.1077
model: b=1.0, K_s=1.5, K_p=0.1 |beta|
levels in |beta|; E4 is the four-electron energy
deg    a   c_dis  c_con | dis even  odd    E4 | con e1   e2    E4
 0.00 1.000  0.100  0.100 |  0.547 -0.547 -4.386 | -1.647 -0.547 -4.386
15.00 0.966  0.194 -0.007 |  0.450 -0.450 -4.187 | -1.586 -0.593 -4.357
30.00 0.866  0.450 -0.300 |  0.184 -0.184 -3.635 | -1.433 -0.733 -4.331
37.76 0.791  0.625 -0.500 |  0.000 -0.000 -3.250 | -1.340 -0.840 -4.359
45.00 0.707  0.800 -0.700 | -0.186  0.186 -3.600 | -1.256 -0.956 -4.423
60.00 0.500  1.150 -1.100 | -0.569  0.569 -4.300 | -1.213 -1.113 -4.652
75.00 0.259  1.406 -1.393 | -0.874  0.874 -4.812 | -1.420 -1.028 -4.896
90.00 0.000  1.500 -1.500 | -1.000  1.000 -5.000 | -1.500 -1.000 -5.000
disrotatory crossing angle 37.76 deg
con gap at that angle 1.679 |beta|
smallest con gap 1.093 |beta| at 0.00 deg
con 1-4 coupling turns negative at 14.48 deg
regular Hueckel levels -2.000 0.000 0.000 2.000 |beta|
  E4 ground -4.000, one electron promoted -4.000 |beta|
regular Moebius levels -1.414 -1.414 1.414 1.414 |beta|
  E4 ground -5.657, one electron promoted -2.828 |beta|
perturbation: site 0.2, next-neighbour coupling 0.1 |beta|
mirror kept: crossing at 37.90 deg
site 1 alone shifted: smallest dis gap 0.123 |beta|
C4H6 RHF/STO-3G, start -> end of path
central CC 2.8->2.5, terminal CC 2.5->2.9 bohr
CCC angle 125->94 deg, CH 2.05 bohr, half HCH 58 deg
mirror: even/odd occupied 8/7 -> 9/6
twofold axis: even/odd occupied 8/7 -> 8/7
butadiene energy -306.0327 Ry
cyclobutene minus butadiene -0.0382 Ry
energies above butadiene in Ry; R, P: start, end occupation
turn deg  r14 bohr   con    dis R   dis P   con gap
    27     4.982    0.1383  0.1531  0.7959  0.8794
    36     4.724    0.2234  0.2717  0.6937  0.8276
    45     4.453    0.2982  0.4294  0.5686  0.8063
    54     4.167    0.3172  0.6325  0.4217  0.8620
    63     3.869    0.2446  0.8857  0.2633  1.0426
    72     3.559    0.1171  1.1407  0.1132  1.1999
    81     3.237    0.0022  1.1854 -0.0005  1.2276
highest sampled: con 0.3172, dis 0.4294 Ry
dis minus con 0.1122 Ry = 1.53 eV
verified
```
